# Why compact excitons need many bands but few k points

**Q:** In my Bethe-Salpeter calculations a tightly bound exciton hardly responds to a finer k grid, yet its energy keeps drifting as I add conduction bands. A weakly bound exciton does the opposite. Why?

**A:** The two parameters control different lengths. To see which, take a one-dimensional crystal with lattice constant $a$ and one valence band. I use the Tamm-Dancoff approximation, leave out electron-hole exchange, and set the total momentum to zero. The exciton is

$$\Psi(x_e,x_h)=\sum_{nk}A_{nk}\,\psi_{nk}(x_e)\,\psi^*_{vk}(x_h),$$

where $n$ labels conduction bands. A grid of $N_k$ points $k=2\pi j/L$, with $L=N_ka$, consists of the Bloch waves that are periodic on a ring of $N_k$ cells. So $N_k$ sets the length of the box that holds the exciton. The number of bands $N_c$ sets how fine a detail the electron function can have inside it.

**Q:** The hole moves too. Can you treat the box as if it held only an electron?

**A:** Yes, if the valence band is flat and built from orbitals $w(x-R)$ that do not overlap. Take the contact attraction $-g\,\delta(x_e-x_h)$. Its matrix element between two pair states is

$$-g\int dx\,\psi^*_{nk}\,\psi_{vk}\,\psi_{n'k'}\,\psi^*_{vk'} .$$

Insert $\psi_{vk}=N_k^{-1/2}\sum_R e^{ikR}w(x-R)$. Without overlap, only equal sites survive in the product:

$$\psi_{vk}\psi^*_{vk'}=\frac1{N_k}\sum_R e^{i(k-k')R}\rho(x-R),\qquad \rho=|w|^2 .$$

In the term with site $R$, substitute $x=y+R$. Bloch's theorem gives $\psi^*_{nk}(y+R)\psi_{n'k'}(y+R)=e^{-i(k-k')R}\psi^*_{nk}(y)\psi_{n'k'}(y)$, which cancels the phase. The $N_k$ terms are equal, and the prefactor $1/N_k$ removes their number. The exciton matrix is therefore

$$H_{nk,n'k'}=E_{nk}\,\delta_{nn'}\delta_{kk'}-g\,\langle nk|\rho|n'k'\rangle ,$$

with the constant valence energy set to zero. This is one electron on the ring with one static hole. A direct quadrature with explicit valence Bloch functions confirmed the reduction to rounding error.

I use atomic units with electron mass 1, the crystal potential $V=-V_0\cos(2\pi x/a)$, and the hole at its minimum $x=0$. At first the hole is a point, $\rho=\delta(x)$.

**Q:** Why can't one band, with enough k points, make a small exciton?

**A:** Let $P$ be the projector on the $N_c$ lowest bands. A normalized state $\phi$ made from them obeys $\phi(x)=\int P(x,x')\phi(x')\,dx'$. The Cauchy-Schwarz inequality gives

$$|\phi(x)|^2\le\int|P(x,x')|^2dx'\int|\phi(x')|^2dx'=P(x,x),$$

because $P$ is Hermitian and $P^2=P$. The probability in a window is thus at most the integral of $P(x,x)=\sum_{n\le N_c}\sum_k|\psi_{nk}(x)|^2$ over it. On the ring this function integrates to $N_cN_k$, the number of states. There are $N_k$ cells, so its cell average is $N_c/a$, whatever the grid. More k points lengthen the ring without raising this average. More bands raise it. At a given point the ceiling can still shift with the grid, but it settles as the grid is refined.

**Q:** Can you show the ceiling at work in a model example?

**A:** Take round parameters: $a=6$ bohr, $V_0=0.2$ hartree and $g=1$ hartree bohr. The reference energy for the infinite crystal with all bands comes from integrating the Schrödinger equation through one cell, without any band sum. It gives a binding energy of 0.6264 hartree (17.04 eV), measured from the lowest conduction edge, and a decay length of 0.87 bohr. The exciton is much smaller than a cell.

In a window 1 bohr wide around the hole, this exciton has probability 0.66. The largest probability that any one-band state can reach there is 0.318, and the bound above gives practically the same number. Three bands reach 0.50 and five reach 0.71. With three bands or fewer, the exciton's own shape is out of reach.

The energy shows the same limit. One band gives a binding of 0.2995 hartree with 5 k points and 0.2997 hartree with 15. The missing 0.327 hartree, about half of the binding, is not recovered by the finer grid.

**Q:** And the k grid? I would like to see why so few points suffice.

**A:** Write $h$ for the crystal Hamiltonian without the hole. The bound state obeys $(h-E)\psi=g\,\psi(0)\,\delta(x)$. Projecting on $\psi_{nk}$ gives

$$A_{nk}=\frac{g\,\psi(0)\,\psi^*_{nk}(0)}{E_{nk}-E}.$$

If the distance from $E$ to a band is much larger than the width of that band, the denominator changes little across the zone. If $E$ lies just below the edge, then $E_{1k}-E\approx(k^2+\kappa^2)/2m^*$ at small $k$, with effective mass $m^*$ and decay rate $\kappa$. The amplitude then has a peak of width $\kappa$, so the grid spacing must not be much larger than $\kappa$.

For the size of the error, rebuild $\psi(0)$ from these amplitudes and divide by it:

$$\frac1g=G(E),\qquad G(E)=\sum_{nk}\frac{|\psi_{nk}(0)|^2}{E_{nk}-E}.$$

Normalization requires $\sum|A_{nk}|^2=g^2|\psi(0)|^2G'(E)=1$, since differentiating $1/(E_{nk}-E)$ by $E$ gives $1/(E_{nk}-E)^2$. With $D=|\psi(0)|^2$, the electron density at the hole,

$$D=\frac{1}{g^2G'(E)} .$$

Differentiating $1/g=G(E)$ by $g$ gives $-1/g^2=G'\,dE/dg$, so $D=-dE/dg$. This is how the reference value of $D$ is obtained.

In the infinite crystal, the response to a source at the origin decays as a Bloch-type solution, $u(x+a)=e^{-\kappa a}u(x)$ for $x>0$. The factor per cell is positive. A negative one would force a node at some point. The decaying solution beyond that node would then be a bound state of energy $E$ for an electron confined to that side, which is impossible below the lowest band edge.

On the ring, the response is the sum over all periodic images, at distances $mL$ on both sides:

$$G_{\rm ring}=G\Big(1+2\sum_{m\ge1}e^{-m\kappa L}\Big)=G\coth\frac{\kappa L}{2}.$$

Now put $E=E_0+\delta E$, where $G(E_0)=1/g$, and keep first order in $e^{-\kappa L}$:

$$\frac1g=\Big(\frac1g+G'\delta E\Big)\big(1+2e^{-\kappa L}\big)\;\Rightarrow\;G'\delta E=-\frac2g\,e^{-\kappa L}.$$

Since $1/G'=g^2D$,

$$\delta E_k\approx-2gD\,e^{-\kappa N_ka}.$$

The sign is negative because the electron also feels the images of the hole. This holds for grids that contain $k=0$; a shifted grid attaches phases to the images. It also assumes that the bands kept reproduce the decay $e^{-\kappa a}$ per cell. For the compact exciton one band does not, and the sign can then differ: the one-band binding above grew from 0.2995 to 0.2997 hartree on the finer grid. Even many bands leave a small algebraic term. Stopping at wave number $q_c=N_c\pi/a$ replaces the integral over the dropped states by a midpoint sum, which adds about $-2\pi g^2D/(3q_c^3L^2)$. With 161 bands this is about $-4\times10^{-9}$ hartree at 5 k points. That is negligible in practice, but it is larger than the exponential term from $N_k=3$ on.

**Q:** What does that give for the compact exciton with a single k point?

**A:** Here $\kappa=1.144$ bohr$^{-1}$ and $D=1.054$ bohr$^{-1}$, so $\kappa a=6.865$ and

$$\delta E_k\approx-2(1)(1.054)\,e^{-6.865}=-2.20\times10^{-3}\ \text{hartree}.$$

Diagonalization with 161 bands gives $-2.24\times10^{-3}$ hartree, relative to 5 k points with the same bands. That is 0.36 percent of the binding energy, from one k point.

For contrast, set $g=0.02$ hartree bohr. The binding drops to $7.74\times10^{-4}$ hartree (0.021 eV) and the decay length grows to 22.5 bohr, nearly four cells. With 31 k points the law gives $-7.96\times10^{-7}$ hartree and diagonalization with 15 bands $-8.00\times10^{-7}$ hartree, relative to 61 k points with the same bands.

**Q:** So for this contact attraction the main k error is exponential. What law does the band error follow?

**A:** Leaving out high bands replaces $G$ by $G-\Delta G$. To first order, $1/g=1/g+G'\delta E-\Delta G$, hence

$$\delta E_c=\frac{\Delta G}{G'}=g^2D\,\Delta G .$$

It is positive: binding is lost. High in energy the electron is nearly free, with $E\approx q^2/2$ and density about $1/L$. In the extended zone, band $n$ covers $(n-1)\pi/a<|q|<n\pi/a$, so $N_c$ bands fill $|q|<q_c=N_c\pi/a$.

Near a zone boundary the waves $\pm q$ mix into a cosine and a sine, with densities $2/L$ and 0 at the hole. Together they contribute as much as the two plane waves would, so the estimate is unaffected if both are kept or both are dropped. Odd $N_k$ and odd $N_c$ ensure that the cutoff never splits a degenerate pair.

For $q_c^2/2\gg|E|$, the missing sum becomes

$$\Delta G\approx\frac1{2\pi}\cdot2\int_{q_c}^{\infty}\frac{2\,dq}{q^2}=\frac{2}{\pi q_c},$$

and therefore

$$\delta E_c\approx\frac{2g^2D}{\pi q_c}=\frac{2a\,g^2D}{\pi^2N_c}=\frac{\sqrt2\,g^2D}{\pi\sqrt{E_c}},\qquad E_c=\frac{q_c^2}{2}.$$

The slow tail is the Fourier image of a kink. Integrating the Schrödinger equation across the point hole gives $\psi'(0^+)-\psi'(0^-)=-2g\psi(0)$. Correspondingly, the amplitudes above fall only as $1/q^2$.

**Q:** How well does the measured tail follow this?

**A:** For 161 bands the cutoff is 3553 hartree, and the law gives

$$\delta E_c\approx\frac{2(6)(1)^2(1.054)}{\pi^2(161)}=0.00796\ \text{hartree}.$$

The measured loss is 0.00787 hartree, which is 1.3 percent of the binding energy even at this cutoff. With 41 bands it is 0.02995 hartree. From 81 to 161 bands the exponent in the cutoff energy is $-0.492$.

**Q:** Why $-0.492$ and not $-0.5$?

**A:** The next order can be found for a free electron, $V_0=0$. With $E=-\kappa^2/2$,

$$\frac1g=\frac1\pi\int_{-q_c}^{q_c}\frac{dq}{q^2+\kappa^2}=\frac{2}{\pi\kappa}\arctan\frac{q_c}{\kappa}\approx\frac1\kappa-\frac{2}{\pi q_c}.$$

Hence $\kappa\approx g/(1+\eta)$ with $\eta=2g/(\pi q_c)$. The full binding is $g^2/2$, so the loss is

$$\frac{g^2}{2}\Big[1-\frac{1}{(1+\eta)^2}\Big]\approx g^2\eta\Big(1-\frac{3\eta}{2}\Big).$$

Here $D=g$, so the leading law is $g^2\eta$. At 161 bands $q_c=84.3$ bohr$^{-1}$ and $\eta=0.0076$, which predicts a ratio of loss to leading law of 0.989. The crystal calculation gives 0.989 as well.

The logarithmic slope in $q_c$ is $-1+3\eta/2$ to this order, hence $-\tfrac12+\tfrac34\eta$ in $E_c$. Between 81 and 161 bands $\eta$ is about 0.011, giving $-0.492$.

**Q:** My holes are not points. Does the tail survive a real valence orbital?

**A:** Only up to a point. Let $\rho$ be a Gaussian of standard deviation $s$. Call the full state $\psi$ with energy $E$, and the state in the truncated basis $\tilde\psi$ with energy $\tilde E$. Evaluate $\langle\tilde\psi|H|\psi\rangle$ in two ways. Acting to the right, it is $E\langle\tilde\psi|\psi\rangle$. Acting to the left, it is $\tilde E\langle\tilde\psi|\psi\rangle$ plus the coupling to the dropped states $|q\rangle$, which is $-g\sum_q\langle\tilde\psi|\rho|q\rangle A_q$. So

$$(\tilde E-E)\langle\tilde\psi|\psi\rangle=g\sum_{|q|>q_c}\langle\tilde\psi|\rho|q\rangle A_q,\qquad A_q=\frac{g\langle q|\rho|\psi\rangle}{E_q-E}.$$

To leading order replace $\tilde\psi$ by $\psi$. If $\kappa s\ll1$, $\psi$ is nearly constant across the hole, and $\langle q|\rho|\psi\rangle\approx\psi(0)L^{-1/2}e^{-q^2s^2/2}$. Then

$$\delta E_c\approx\frac{2g^2D_s}{\pi}\int_{q_c}^\infty\frac{e^{-q^2s^2}}{q^2}\,dq,$$

where $D_s$ is the electron density at the centre of this hole. Integration by parts gives

$$\int_{q_c}^\infty\frac{e^{-q^2s^2}}{q^2}dq=\frac{e^{-b^2}}{q_c}-2s^2\int_{q_c}^\infty e^{-q^2s^2}dq=\frac{e^{-b^2}-\sqrt\pi\,b\,\mathrm{erfc}(b)}{q_c},$$

with $b=q_cs$. For $b\to0$ the numerator tends to 1 and the point-hole law returns. Beyond $b\approx1$, that is beyond $N_c\approx a/(\pi s)$ bands, the tail collapses. The width $s=0.05$ bohr used next is chosen far narrower than a valence orbital, so that both ranges can be seen. For $s$ of 0.5 to 1 bohr the collapse starts at two to four bands, and there is practically no power-law range. With $g$ adjusted to keep the binding at 0.626 hartree, an error of 5 percent needs 17, 7, 5 and 3 bands (odd numbers) for $s=0.05$, 0.25, 0.5 and 1 bohr.

With $s=0.05$ bohr the loss is 0.0522 hartree at 11 bands, 0.00198 at 41 ($b=1.07$) and $1.6\times10^{-5}$ at 81 ($b=2.12$), each relative to the full energy for this hole. The formula gives 0.0593, 0.00196 and $1.4\times10^{-5}$ hartree.

At 161 bands ($b=4.2$) it is too small by a factor of about 4.5 (the loss, $1.6\times10^{-11}$ hartree, is close to rounding level and good to a few percent). The assumption of constant $\psi$ fails there. Writing $\psi\approx\psi(0)(1-\gamma x^2/2)$ multiplies the Fourier component by $1-\tfrac12\gamma s^2(1-q^2s^2)$. This correction grows with $q$ and raises the loss once $qs>1$. The Schrödinger equation at $x=0$ gives $\gamma=2[g\rho(0)+V_0+E]\approx2(7.98+0.2-0.61)\approx15$ bohr$^{-2}$, so $\tfrac12\gamma s^2\approx0.019$. The loss contains the square of the factor. At $b=2.12$ this square is about 1.14, close to the observed ratio 1.16. At $b=4.2$ it is only about 1.7, so this first term accounts for only part of that factor; the higher terms in $x$ are not worked out here.

**Q:** Can I turn this into a budget for a given accuracy?

**A:** Let each error be a fraction $\varepsilon$ of the binding energy $E_b$, and solve the two laws:

$$N_c\approx\frac{2a\,g^2D}{\pi^2\varepsilon E_b},\qquad N_k\approx\frac{1}{\kappa a}\ln\frac{2gD}{\varepsilon E_b}.$$

For $\varepsilon=0.05$ the compact exciton gives

$$N_c\approx\frac{12(1.054)}{\pi^2(0.05)(0.6264)}=40.9,\qquad N_k\approx\frac{\ln 67.3}{6.865}=0.61 .$$

A search over odd numbers finds 41 bands and 1 k point. The 41 bands belong to the point hole; a hole of finite width needs far fewer, as shown above. For the wide exciton the second formula gives 16.4, and the search finds 17 k points and 1 band. That one band holds 97 percent of the binding. The formula for $N_c$ gives 0.96, but at one band it is outside its range, since it assumes a cutoff high above the crystal potential. It predicts a loss of 4.8 percent where the actual loss is 2.8 percent.

The trade is clearest for $V_0=0$, where $D=g=\kappa$ and $E_b=\kappa^2/2$:

$$N_c\approx\frac{4\kappa a}{\pi^2\varepsilon},\qquad N_k\approx\frac{\ln(4/\varepsilon)}{\kappa a}.$$

Shrinking the exciton raises $N_c$ and lowers $N_k$ by the same factor, as long as both estimates stay above one. The accuracy enters differently: halving $\varepsilon$ doubles $N_c$ but adds only $\ln2/(\kappa a)$ to $N_k$.

**Q:** Forty bands for 5 percent is expensive. Can I extrapolate?

**A:** In the power-law range, yes. If $E(N)=E_\infty+\alpha/N-\beta/N^2$, two cutoffs remove $\alpha$:

$$\frac{N_2E(N_2)-N_1E(N_1)}{N_2-N_1}=E_\infty+\frac{\beta}{N_1N_2}.$$

With 41 and 81 bands and the point hole, the remaining error is

$$\frac{81(0.015483)-41(0.029950)}{40}=6.5\times10^{-4}\ \text{hartree},$$

against 0.0155 hartree without extrapolation.

For the smeared hole the same recipe does harm. Its losses at 41 and 81 bands give

$$\frac{81(1.565\times10^{-5})-41(1.978\times10^{-3})}{40}=-2.0\times10^{-3}\ \text{hartree},$$

over a hundred times the error at 81 bands. Smaller cutoffs are not automatically safe either. For small $b$ the numerator in the smeared-hole formula is about $1-\sqrt\pi\,b$, so the loss is proportional to $1/q_c-\sqrt\pi\,s$. Extrapolation removes the first term but leaves the second. When $N_c$ is doubled, the full smeared-hole formula gives a smaller error after extrapolation only if $\sqrt\pi\,q_cs$ is below about 0.7 at the larger cutoff, so estimate the width $s$ of your valence orbital first. Watching the energy alone is not enough: in the power-law range each doubling of $N_c$ changes $E$ by about half as much as the one before, but the same ratio can also appear in passing as the tail starts to collapse.

**Q:** How much of this carries over to my three-dimensional material?

**A:** The projector bound does, with the cell volume in place of $a$: a fixed set of bands limits how sharply an electron can be localized, and refining the grid does not remove that limit. The exponent $-\tfrac12$ does not carry over automatically. It came from a contact attraction and a one-dimensional sum over $q$, so another interaction or dimension needs its own tail calculation. The exponential k law does not carry over either, because it requires a short-range attraction. A screened Coulomb tail makes the kernel singular at $q=0$, and the grid error then typically falls as a power of $N_k$ even for a compact exciton. In this crystal, take the attraction $-1/\sqrt{x^2+1}$, which binds by 0.756 hartree, with the $q=0$ term averaged over its grid cell. It leaves an error of about $0.048/N_k$ hartree for $N_k$ from 5 to 33. The compact exciton, bound by 17 eV to a point hole, is also more extreme than excitons in real insulators, so its band count is not a guide for them. A dispersive valence band also lets the hole move, which the static-hole reduction excludes. Finally, these k-point counts concern the bound-state energy for given bands and a given interaction. The sampling needed to compute the bands, the screening or the continuum spectrum is a separate question. The full set of values for this model is in the numerical output below.

## Computed values

```
lattice constant: 6.0 bohr; V0: 0.20 hartree
lowest conduction edge: -0.034578 hartree
static-hole reduction, largest error: 1.9e-16 1/bohr
compact: g = 1.00 hartree bohr, energy -0.660942 hartree
compact: binding 0.626364 hartree = 17.0442 eV
compact: density at hole 1.05396 1/bohr
compact: kappa 1.14422 1/bohr, 1/kappa 0.874 bohr
wide: g = 0.02 hartree bohr, energy -0.035352 hartree
wide: binding 0.000774 hartree = 0.0210 eV
wide: density at hole 0.07666 1/bohr
wide: kappa 0.04439 1/bohr, 1/kappa 22.527 bohr
compact, point hole: bands, cutoff (hartree), missing binding
  (hartree), leading law (hartree), ratio
    11     16.59 0.099314 0.116496 0.8525
    21     60.45 0.056130 0.061022 0.9198
    41    230.43 0.029950 0.031255 0.9582
    81    899.37 0.015483 0.015820 0.9787
   161   3553.19 0.007874 0.007959 0.9892
tail exponent in cutoff energy, 81 to 161 bands: -0.4922
error left by 41/81 extrapolation: 6.55e-04 hartree
smeared hole, s = 0.05 bohr: energy -0.608139 hartree
smeared hole: density at centre 0.93828 1/bohr
smeared hole: bands, q_c*s, missing binding, law (hartree)
    11 0.288 5.219e-02 5.926e-02
    21 0.550 1.621e-02 1.703e-02
    41 1.073 1.978e-03 1.962e-03
    81 2.121 1.565e-05 1.354e-05
   161 4.215 1.575e-11 3.552e-12
smeared tail exponent, 41 to 81 bands: -3.554
k error compact, 1 k point: -2.2391e-03 hartree
  exponential law: -2.1993e-03 hartree
k error wide, 31 k points: -8.0047e-07 hartree
  exponential law: -7.9573e-07 hartree
one band, compact, 5 k points: binding 0.299484 hartree
one band, compact, 15 k points: binding 0.299663 hartree
one-band share of binding, compact: 47.8 percent
one-band share of binding, wide: 97.2 percent
largest probability within a 1.0 bohr window:
  1 band(s): 0.3181
  3 band(s): 0.5004
  5 band(s): 0.7127
  11 band(s): 0.9713
  one-band upper bound from density: 0.3182
  compact exciton itself (161 bands): 0.6600
for 5 percent error (odd numbers only):
  compact: 41 bands (estimate 40.9)
  compact: 1 k point(s) (estimate 0.61)
  wide: 1 band(s)
  wide: 17 k points (estimate 16.4)
```
